# Binding Energy and Bohr Radius of an Exciton in GaAs: a program that tests the result

```python
# Result under test: a Wannier exciton with reduced mass mu (free-electron
# masses) and relative permittivity eps has binding energy Ry*mu/eps^2 and
# Bohr radius a0*eps/mu. Energies are in meV and lengths in nm unless stated.
# The program also sizes effects left out of this model, for GaAs-like values:
# degenerate valence bands, lattice screening, nonparabolicity, temperature,
# electric field and free carriers.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gamma

mu, eps = 0.058, 12.9
m_electron, m_light = 0.067, 0.08
eps_fast, phonon, gap, lattice = 10.9, 36.0, 1500.0, 0.565
temperature, density_cm3 = 300.0, 1e17
m_heavy = 1 / (1 / mu - 1 / m_electron)

meV = sc.e * 1e-3
kin0 = sc.hbar**2 / (2 * sc.m_e) / meV * 1e18       # meV nm^2
coul0 = sc.e**2 / (4 * sc.pi * sc.epsilon_0) / meV * 1e9  # meV nm
rydberg = sc.value('Rydberg constant times hc in eV') * 1e3
bohr = sc.value('Bohr radius') * 1e9
binding = rydberg * mu / eps**2
radius = bohr * eps / mu
kinetic, coulomb = kin0 / mu, coul0 / eps

# Separation of centre-of-mass and relative motion, on a product function
xe, xh, X, x = sp.symbols('xe xh X x', real=True)
me, mh, P = sp.Rational(2, 3), sp.Rational(7, 2), sp.Rational(5, 4)
total, reduced = me + mh, me * mh / (me + mh)
outer, inner = sp.sin(P * X), sp.exp(-x**2) * (1 + x)
to_particles = {X: (me * xe + mh * xh) / total, x: xe - xh}
pair = (outer * inner).subs(to_particles)
direct = -sp.diff(pair, xe, 2) / (2 * me) - sp.diff(pair, xh, 2) / (2 * mh)
separated = (-sp.diff(outer, X, 2) * inner / (2 * total)
             - outer * sp.diff(inner, x, 2) / (2 * reduced)).subs(to_particles)
for point in [(0.3, -0.4), (1.1, 0.2)]:
    values = {xe: point[0], xh: point[1]}
    assert abs(float((direct - separated).subs(values))) < 1e-10

# Square identity behind the lower bound, on a nonspherical trial function
nodes, weights = np.polynomial.legendre.leggauss(80)
s = 6 * (nodes + 1)[:, None]
c = nodes[None, :]
volume = 6 * weights[:, None] * weights[None, :] * s**2
envelope = np.exp(-0.4 * s**2)
trial = (1 + 0.7 * s * c) * envelope
slope_r = (0.7 * c - 0.8 * s * (1 + 0.7 * s * c)) * envelope
slope_t = -0.7 * np.sqrt(1 - c**2) * envelope
energy_side = np.sum(volume * (0.5 * (slope_r**2 + slope_t**2)
                               - trial**2 / s + 0.5 * trial**2))
square_side = 0.5 * np.sum(volume * ((slope_r + trial)**2 + slope_t**2))
assert abs(energy_side - square_side) < 1e-9 and square_side > 0


def radial_levels(potential, count=3000, extent=60.0):
    """Two lowest s levels of the relative motion on a uniform grid."""
    step = extent * radius / (count + 1)
    r = step * np.arange(1, count + 1)
    diagonal = 2 * kinetic / step**2 + potential(r)
    off = np.full(count - 1, -kinetic / step**2)
    levels, vectors = eigh_tridiagonal(diagonal, off, select='i',
                                       select_range=(0, 1))
    return levels, vectors[:, 0]**2, r


levels, weight, r_grid = radial_levels(lambda r: -coulomb / r)
inverse_mean = 1 / np.sum(weight / r_grid)
mean_r = np.sum(weight * r_grid)
# Grid step is 0.02 Bohr radii: relative errors are of order step squared
assert abs(-levels[0] / binding - 1) < 3e-4
assert abs(-levels[1] / (binding / 4) - 1) < 3e-4
assert abs(inverse_mean / radius - 1) < 1e-3
assert abs(mean_r / (1.5 * radius) - 1) < 1e-3
assert abs(binding - 4.7) < 0.05 and abs(radius - 12) < 0.5

# Spin-3/2 valence bands: D is +1 for light and -1 for heavy holes
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(15 / 4 - m[1:] * (m[1:] + 1)), 1)
spin = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]
average = np.zeros((4, 4), complex)
cosines, cos_weights = np.polynomial.legendre.leggauss(6)
for cosine, w in zip(cosines, cos_weights):
    for angle in np.arange(8) * np.pi / 4:
        sine = np.sqrt(1 - cosine**2)
        along = (sine * np.cos(angle) * spin[0]
                 + sine * np.sin(angle) * spin[1] + cosine * spin[2])
        D = 1.25 * np.eye(4) - along @ along
        assert np.allclose(D @ D, np.eye(4))
        average += w * D / 16
assert np.allclose(average, 0)
trace_part = 3.75 * np.eye(4) - sum(J @ J for J in spin)
assert np.allclose(trace_part, 0)  # D is a pure d-wave quadratic form


def gaussian_integral(power, exponent):
    half = (power + 1) / 2
    return gamma(half) / (2 * exponent**half)


def coupled_ground(beta, potential):
    """Lowest level of k^2(1+beta*D)/2 + V in s and d Gaussians."""
    exponents = 0.01 * 2.2**np.arange(16)
    a = np.tile(exponents, 2)
    l = np.repeat([0, 2], 16)
    A, B, L, K = a[:, None], a[None, :], l[:, None], l[None, :]
    same = L == K
    overlap = same * gaussian_integral(L + K + 2, A + B)
    kinetic_part = (0.5 * np.where(same, 1.0, beta)
                    * gaussian_integral(L + K + 4, 1 / (4 * A) + 1 / (4 * B))
                    / ((2 * A)**(L + 1.5) * (2 * B)**(K + 1.5)))
    if potential == 'coulomb':
        V = -1.0 * same * gaussian_integral(L + K + 1, A + B)
    else:
        V = 0.5 * same * gaussian_integral(L + K + 4, A + B)
    norm = 1 / np.sqrt(np.diag(overlap))
    scale = norm[:, None] * norm[None, :]
    return eigh((kinetic_part + V) * scale, overlap * scale,
                eigvals_only=True)[0]


inverse_heavy = 1 / m_electron + 1 / m_heavy
inverse_light = 1 / m_electron + 1 / m_light
inverse_average = (inverse_heavy + inverse_light) / 2
beta = (inverse_light - inverse_heavy) / (2 * inverse_average)
mu_average = 1 / inverse_average
binding_average = rydberg * mu_average / eps**2
binding_four = -2 * binding_average * coupled_ground(beta, 'coulomb')
assert abs(coupled_ground(0.0, 'coulomb') + 0.5) < 2e-4
assert binding_average < binding_four < binding

# Independent momentum-grid solution of the coupled channels, V = r^2/2
count = 400
step = 10.0 / (count + 1)
k = step * np.arange(1, count + 1)
second = (2 * np.eye(count) - np.eye(count, k=1)
          - np.eye(count, k=-1)) / (2 * step**2)
s_block = second + np.diag(k**2 / 2)
d_block = s_block + np.diag(3 / k**2)
cross = np.diag(beta * k**2 / 2)
grid_matrix = np.block([[s_block, cross], [cross, d_block]])
grid_level = eigh(grid_matrix, eigvals_only=True, subset_by_index=[0, 0])[0]
oscillator_level = coupled_ground(beta, 'oscillator')
assert abs(grid_level - oscillator_level) < 1e-3
assert abs(oscillator_level - 1.5) > 5e-3  # the coupling is really tested

# Lattice screening: Haken potential, full solution and first order
range_e = np.sqrt(kin0 / (m_electron * phonon))
range_h = np.sqrt(kin0 / (m_heavy * phonon))
extra = coul0 * (1 / eps_fast - 1 / eps)


def haken(r):
    short = (np.exp(-r / range_e) + np.exp(-r / range_h)) / 2
    return -(coulomb + extra * short) / r


haken_shift = levels[0] - radial_levels(haken)[0][0]
haken_first = extra / (2 * radius) * sum(
    1 / (1 + radius / (2 * R))**2 for R in (range_e, range_h))
for R in (range_e, range_h):
    numeric = quad(lambda r: 4 * r / radius**3
                   * np.exp(-2 * r / radius - r / R), 0, 40 * radius,
                   epsabs=1e-13, epsrel=1e-10)[0]
    assert abs(numeric * radius * (1 + radius / (2 * R))**2 - 1) < 1e-7
assert haken_first < haken_shift < 1.15 * haken_first
binding_fast = rydberg * mu / eps_fast**2

# Nonparabolic conduction band, first order; fourth moment from k space
fourth = (quad(lambda q: q**6 / (1 + q * q)**4, 0, np.inf)[0]
          / quad(lambda q: q**2 / (1 + q * q)**4, 0, np.inf)[0])
assert abs(fourth - 5) < 1e-6
nonparabolic = fourth * (binding * mu / m_electron)**2 / gap

# Temperature and electric field
thermal = sc.k * temperature / meV
thermal_equal = binding * meV / sc.k


def barrier_top(force):
    result = minimize_scalar(lambda z: coulomb / z + force * z,
                             bounds=(0.1 * radius, 100 * radius),
                             method='bounded', options={'xatol': 1e-8})
    return -result.fun


force_formula = binding**2 / (4 * coulomb)
force_numeric = brentq(lambda f: barrier_top(f) + binding,
                       0.2 * force_formula, 5 * force_formula)
assert abs(force_numeric / force_formula - 1) < 1e-5
field_kV_cm = force_formula * 10  # 1 meV/nm per charge = 10 kV/cm

# Free carriers: screened potential and its lowest level
rr, lam = sp.symbols('rr lam', positive=True)
screened = sp.exp(-rr / lam) / rr
laplacian = sp.diff(rr**2 * sp.diff(screened, rr), rr) / rr**2
assert sp.simplify(laplacian - screened / lam**2) == 0
density = density_cm3 * 1e6
debye = np.sqrt(eps * sc.epsilon_0 * sc.k * temperature
                / (density * sc.e**2)) * 1e9
binding_screened = -radial_levels(
    lambda r: -coulomb * np.exp(-r / debye) / r)[0][0]
q = radius / debye
variation = minimize_scalar(lambda b: b**2 / 2 - 4 * b**3 / (2 * b + q)**2,
                            bounds=(0.3, 1.2), method='bounded')
binding_variational = -2 * binding * variation.fun
assert 0 < binding_variational < binding_screened < binding
band_density = 2 * (m_electron * sc.m_e * sc.k * temperature
                    / (2 * sc.pi * sc.hbar**2))**1.5 * 1e-6


def show(label, value, unit='', digits=4):
    print(f'{label}: {value:.{digits}g} {unit}'.rstrip())


show('Reduced mass', mu, 'm0')
show('Static permittivity', eps)
show('Rydberg energy', rydberg / 1e3, 'eV', 7)
show('Hydrogen Bohr radius', bohr, 'nm', 6)
show('Exciton binding energy', binding, 'meV')
show('Exciton binding energy', binding * meV / sc.value('Hartree energy'),
     'hartree')
show('Exciton Bohr radius', radius, 'nm')
show('Exciton Bohr radius', radius / bohr, 'bohr')
show('Grid binding energy', -levels[0], 'meV', 5)
show('Grid second-level binding', -levels[1], 'meV')
show('Grid inverse of mean 1/r', inverse_mean, 'nm', 5)
show('Grid mean separation', mean_r, 'nm')
show('Electron mass, rough', m_electron, 'm0')
show('Heavy-hole mass implied', m_heavy, 'm0', 3)
show('Light-hole mass, rough', m_light, 'm0')
show('Average-band reduced mass', mu_average, 'm0')
show('Band-coupling ratio B/A', beta, '', 3)
show('Average-band binding (lower bound)', binding_average, 'meV', 3)
show('Four-band binding', binding_four, 'meV', 3)
show('Four-band change', 100 * (binding_four / binding - 1), 'percent', 3)
show('Fast permittivity, rough', eps_fast)
show('Optical phonon energy, rough', phonon, 'meV')
show('Binding / phonon energy', binding / phonon, '', 3)
show('Binding with fast permittivity only', binding_fast, 'meV', 3)
show('Electron polaron length', range_e, 'nm', 3)
show('Hole polaron length', range_h, 'nm', 3)
show('Haken shift, first order', haken_first, 'meV', 3)
show('Haken shift, full solution', haken_shift, 'meV', 3)
show('Band gap, rough', gap / 1e3, 'eV')
show('Fourth momentum moment, scaled', fourth)
show('Nonparabolic binding increase', nonparabolic, 'meV', 2)
show('Lattice constant, rough', lattice, 'nm')
show('Bohr radius / lattice constant', radius / lattice, '', 3)
show('Temperature of use', temperature, 'K')
show('Thermal energy kT', thermal, 'meV')
show('kT / binding energy', thermal / binding, '', 3)
show('Temperature where kT equals binding', thermal_equal, 'K', 3)
show('Barrier-top field', field_kV_cm, 'kV/cm', 3)
show('Carrier density', density_cm3, 'cm^-3')
show('Conduction-band effective density', band_density, 'cm^-3', 3)
show('Carrier / effective density', density_cm3 / band_density, '', 2)
show('Debye length', debye, 'nm', 3)
show('Carrier-screened binding', binding_screened, 'meV', 2)
show('Its variational lower bound', binding_variational, 'meV', 2)
print('done: every assertion held')
```

Running it gives:

```
Reduced mass: 0.058 m0
Static permittivity: 12.9
Rydberg energy: 13.60569 eV
Hydrogen Bohr radius: 0.0529177 nm
Exciton binding energy: 4.742 meV
Exciton binding energy: 0.0001743 hartree
Exciton Bohr radius: 11.77 nm
Exciton Bohr radius: 222.4 bohr
Grid binding energy: 4.7416 meV
Grid second-level binding: 1.185 meV
Grid inverse of mean 1/r: 11.772 nm
Grid mean separation: 17.66 nm
Electron mass, rough: 0.067 m0
Heavy-hole mass implied: 0.432 m0
Light-hole mass, rough: 0.08 m0
Average-band reduced mass: 0.04478 m0
Band-coupling ratio B/A: 0.228
Average-band binding (lower bound): 3.66 meV
Four-band binding: 3.84 meV
Four-band change: -19 percent
Fast permittivity, rough: 10.9
Optical phonon energy, rough: 36 meV
Binding / phonon energy: 0.132
Binding with fast permittivity only: 6.64 meV
Electron polaron length: 3.97 nm
Hole polaron length: 1.57 nm
Haken shift, first order: 0.18 meV
Haken shift, full solution: 0.19 meV
Band gap, rough: 1.5 eV
Fourth momentum moment, scaled: 5
Nonparabolic binding increase: 0.056 meV
Lattice constant, rough: 0.565 nm
Bohr radius / lattice constant: 20.8
Temperature of use: 300 K
Thermal energy kT: 25.85 meV
kT / binding energy: 5.45
Temperature where kT equals binding: 55 K
Barrier-top field: 0.504 kV/cm
Carrier density: 1e+17 cm^-3
Conduction-band effective density: 4.35e+17 cm^-3
Carrier / effective density: 0.23
Debye length: 13.6 nm
Carrier-screened binding: 0.29 meV
Its variational lower bound: 0.22 meV
done: every assertion held
```
